# Muonium Hyperfine Splitting and Muon Moment from Two Zeeman Lines

## Problem

Muonium is the atom formed by an electron and a positive muon. In its ground state, in a uniform field $B$ along $z$, the spins obey

$$\frac{H}{h}=\Delta\nu\,\mathbf S\cdot\mathbf I+a\,S_z-b\,I_z ,$$

where $\mathbf S$ and $\mathbf I$ are the electron and muon spins in units of $\hbar$. The signs express that the electron moment is opposite to its spin and the muon moment parallel to it. The field is measured by the spin-flip frequency $\nu_p$ of a free proton, $h\nu_p=2\mu_pB$. With all moments taken as magnitudes,

$$a=g\,\frac{\mu_e}{\mu_p}\,\nu_p,\qquad b=g\,r\,\nu_p,\qquad r=\frac{\mu_\mu}{\mu_p}.$$

The factor $g$ is the ratio of a bound to a free moment. To the order needed it is the same for both particles, as part (b) shows.

Number the levels 1 to 4 from the top. At $B=1.7$ T the lines between levels 1 and 2 and between levels 3 and 4 are

$$\nu_{12}=1897839.755\ \text{kHz},\qquad \nu_{34}=2566362.987\ \text{kHz},$$

with $\nu_p=72381.71338$ kHz. These are simulated data, computed from $H$ and rounded to 1 Hz. Assign independent standard errors of 40 Hz to each line and 10 ppb to $\nu_p$. Take as known $\mu_e/\mu_p=658.2106879$, $\mu_p/\mu_B=1.5210322023\times10^{-3}$, the muon anomaly $a_\mu=0.001165921$ and $\alpha=0.0072973526$.

(a) Express $\Delta\nu$ and $b$ through the two lines and $a$.

(b) Find $g$ to order $\alpha^2$, including the first recoil correction in $u=m_e/m_\mu$.

(c) Extract $\Delta\nu$, $r$ and $m_\mu/m_e$, with their errors.

(d) The mass ratio from (c) is used to predict $\Delta\nu$ from theory. Which source of error dominates the prediction, and how large is it?

## Solution

### (a) Inverting the level formula

The states with both spins up or both down are eigenstates, with energies (divided by $h$)

$$\frac{\Delta\nu}{4}\pm\frac{a-b}{2}.$$

The two states with opposite spins have diagonal elements $-\Delta\nu/4\pm(a+b)/2$. They are coupled by $\Delta\nu/2$, from the spin-exchange part of $\mathbf S\cdot\mathbf I$. Their eigenvalues are

$$-\frac{\Delta\nu}{4}\pm\frac R2,\qquad R=\sqrt{\Delta\nu^2+(a+b)^2}.$$

At 1.7 T the order from the top is: both up, upper mixed state, both down, lower mixed state. Therefore

$$\nu_{12}=\tfrac12(\Delta\nu+a-b-R),\qquad \nu_{34}=\tfrac12(\Delta\nu-a+b+R).$$

In strong field each line flips mainly the muon spin. The sum is free of the field:

$$\boxed{\Delta\nu=\nu_{12}+\nu_{34}}$$

The difference $D=\nu_{34}-\nu_{12}$ gives $D=R-a+b$, or $D+a-b=R$. Squaring both sides,

$$(D+a)^2-2b(D+a)+b^2=\Delta\nu^2+a^2+2ab+b^2 .$$

The terms $b^2$ and $a^2$ cancel, leaving

$$D^2+2aD-\Delta\nu^2=2b(2a+D).$$

Since $\Delta\nu^2-D^2=(\nu_{34}+\nu_{12})^2-(\nu_{34}-\nu_{12})^2=4\nu_{12}\nu_{34}$,

$$\boxed{b=\frac{aD-2\nu_{12}\nu_{34}}{2a+D}}$$

The assignment of levels 1 and 2 requires $\nu_{12}>0$. This means $(\Delta\nu+a-b)^2>R^2$, or $\Delta\nu>2ab/(a-b)$. With the values found below, the two levels cross near 16 T; beyond that field $\nu_{12}$ must be given a negative sign.

### (b) Moments in the bound atom

Use $\hbar=c=1$ and $e^2/4\pi=\alpha$. Let particle 1, with charge $e_1$, mass $m_1$ and spin $\mathbf s$, carry the moment of interest. Particle 2 has charge $-e_1$ and mass $m_2$, and $\mathbf r=\mathbf r_1-\mathbf r_2$. Anomalies are set aside for the moment.

**Kinetic momenta.** In the gauge $\mathbf A=\mathbf B\times\mathbf r/2$ they are $\boldsymbol\pi_i=\mathbf p_i+\tfrac12e_i\mathbf r_i\times\mathbf B$. The magnetic forces add up to $e_1\dot{\mathbf r}\times\mathbf B$, so the pseudomomentum $\boldsymbol\pi_1+\boldsymbol\pi_2-e_1\mathbf r\times\mathbf B$ is conserved. For an atom at rest it is zero. With centre of mass $\mathbf X$, such a state is

$$\Psi=e^{\,i(e_1/2)(\mathbf r\times\mathbf B)\cdot\mathbf X}\,\phi(\mathbf r).$$

Acting on the phase, the total momentum becomes $\tfrac12e_1\mathbf r\times\mathbf B$, and the relative momentum $\mathbf p$ becomes $\mathbf p+\tfrac12e_1\mathbf B\times\mathbf X$. Insert these in $\mathbf p_{1,2}=\frac{m_{1,2}}{m_1+m_2}\mathbf P\pm\mathbf p$, with $\mathbf r_1=\mathbf X+\frac{m_2}{m_1+m_2}\mathbf r$ and $\mathbf r_2=\mathbf X-\frac{m_1}{m_1+m_2}\mathbf r$. The terms in $\mathbf X$ cancel and the mass fractions add to one:

$$\boldsymbol\pi_1=\mathbf p+\tfrac12e_1\mathbf r\times\mathbf B,\qquad \boldsymbol\pi_2=-\mathbf p+\tfrac12e_1\mathbf r\times\mathbf B .$$

**Three corrections.** The free coupling is $H_0=-(e_1/m_1)\,\mathbf s\cdot\mathbf B$.

1. The kinetic energy contains $-(\boldsymbol\sigma\cdot\boldsymbol\pi_1)^4/8m_1^3$, with $(\boldsymbol\sigma\cdot\boldsymbol\pi_1)^2=\pi_1^2-e_1\boldsymbol\sigma\cdot\mathbf B$. Its cross term is $e_1p^2\,\mathbf s\cdot\mathbf B/2m_1^3$, which is $H_0$ times $-p^2/2m_1^2$.

2. Spin-orbit coupling, including the Thomas factor one half, is $\dfrac{\alpha}{2m_1^2r^3}\,\mathbf s\cdot(\mathbf r\times\boldsymbol\pi_1)$.

3. The moving particle 2 produces at particle 1 the field $\dfrac{e_1}{4\pi m_2r^3}\,\mathbf r\times\boldsymbol\pi_2$. The spin energy in it is $-\dfrac{\alpha}{m_1m_2r^3}\,\mathbf s\cdot(\mathbf r\times\boldsymbol\pi_2)$.

In an s state $\mathbf r\times\mathbf p$ gives zero. The field part of $\mathbf r\times\boldsymbol\pi_i$ averages over angles to

$$\tfrac12e_1\left\langle\mathbf r(\mathbf r\cdot\mathbf B)-r^2\mathbf B\right\rangle_{\rm angles}=-\tfrac13e_1r^2\mathbf B .$$

Terms 2 and 3 are then $H_0$ times $+\alpha\langle1/r\rangle/6m_1$ and $-\alpha\langle1/r\rangle/3m_2$. For the 1s state with reduced mass $m_r$, $\langle p^2\rangle=\alpha^2m_r^2$ and $\langle1/r\rangle=\alpha m_r$. Hence

$$g=1+\alpha^2\left[-\frac{m_r^2}{2m_1^2}+\frac{m_r}{6m_1}-\frac{m_r}{3m_2}\right].$$

For the electron, $m_r/m_1=1/(1+u)$ and $m_r/m_2=u/(1+u)$. To first order in $u$ the bracket is

$$-\tfrac12(1-2u)+\tfrac16(1-u)-\tfrac13u=-\tfrac13+\tfrac12u .$$

For the muon the roles are exchanged, and the bracket is $\tfrac16u-\tfrac13(1-u)=-\tfrac13+\tfrac12u$. Both particles therefore have

$$\boxed{g=1-\frac{\alpha^2}{3}+\frac{\alpha^2u}{2}}$$

The physics differs. The electron moment is reduced mainly by the electron's own motion, while the muon is shielded by the electron's diamagnetic current. That shielding acts on the whole muon moment, anomaly included. For the electron, the interplay of anomaly and binding is omitted; for an infinitely heavy muon its relative size is $\alpha^2a_e/2$, where $a_e$ is the electron anomaly.

### (c) Extraction and errors

The sum of the lines is

$$\Delta\nu=4464202.742\ \text{kHz}=4464.202742\ \text{MHz},$$

with error $\sqrt2\times40=56.6$ Hz.

For $b$ we need $g$, which depends weakly on the unknown $u$. The muon moment is $\mu_\mu=(1+a_\mu)e\hbar/2m_\mu=(1+a_\mu)\mu_Bu$, so

$$u=\frac{r}{1+a_\mu}\,\frac{\mu_p}{\mu_B}.$$

Start with $u=0$ in $g$, compute $r$ and then $u$, and repeat. The whole recoil term changes $r$ by 71 ppb, so the iteration settles at once. It gives $g-1=-17.6217$ ppm and $a=47641577.815$ kHz. With $D=668523.232$ kHz,

$$b=\frac{(31.849502-9.741091)\times10^{12}\ \text{kHz}^2}{95951678.862\ \text{kHz}}=230411.9\ \text{kHz},$$

where the unrounded products give 230411.916 kHz. Then

$$r=\frac{b}{g\nu_p}=\frac{230411.916}{72380.438}=3.183345,\qquad \frac{m_\mu}{m_e}=\frac1u=206.76828 .$$

**Propagation.** At fixed $a$, and with $T=2a+D$, differentiating $bT=aD-2\nu_{12}\nu_{34}$ gives

$$T\,db=(a-b)\,dD-2\,d(\nu_{12}\nu_{34}).$$

Since $dD=d\nu_{34}-d\nu_{12}$,

$$\frac{\partial b}{\partial\nu_{12}}=\frac{b-a-2\nu_{34}}{T}=-0.548,\qquad
\frac{\partial b}{\partial\nu_{34}}=\frac{a-b-2\nu_{12}}{T}=0.455 .$$

The error of $b$ from the lines is $40\sqrt{0.548^2+0.455^2}=28.5$ Hz, or about 124 ppb of $b$.

The proton frequency enters through $a\propto\nu_p$, with $\partial b/\partial a=(D-2b)/T$, and through the division by $\nu_p$:

$$\frac{\partial\ln r}{\partial\ln\nu_p}=\frac{a(D-2b)}{bT}-1=-0.552 .$$

A 10 ppb field error thus adds 5.5 ppb in quadrature. The total is 123.7 ppb, so

$$r=3.1833452\pm0.0000004,\qquad \frac{m_\mu}{m_e}=206.76828\pm0.00003 .$$

The agreement of $r$ and $\Delta\nu$ with the simulation inputs tests the inversion, not QED. Binding cannot be neglected: setting $g=1$ would shift $r$ by $-9.7$ ppm, about 79 times its error. The omitted anomaly-binding effect changes $a$ alone, raising it by the relative amount $\alpha^2a_e/2\simeq3.1\times10^{-8}$ (recoil neglected). At fixed $\nu_p$, $\partial\ln r/\partial\ln a=a(D-2b)/bT=0.448$, so $r$ moves by a relative $1.4\times10^{-8}$. The simulated lines do not contain this term; with real data it would have to be included.

**Strong and weak field.** For $a+b\gg\Delta\nu$, expanding $R$ gives

$$D\simeq2b+\frac{\Delta\nu^2}{2(a+b)} .$$

Here $D-2b=207699$ kHz, and the last term is 208150 kHz, which is 0.2 percent larger. The line separation is thus not yet simply $2b$ at 1.7 T. As the field grows, the two line slopes tend to $\mp\tfrac12$, the error of $b$ from the lines tends to $40/\sqrt2$ Hz, and this part of the relative error falls as $1/B$. The field error does not fall: its contribution to $r$ tends to the full 10 ppb, which sets a floor.

For $B\to0$, $\nu_{12}\to(a-b)/2$ and $\nu_{34}\to\Delta\nu$. The slopes tend to $-2$ and 0, while the field slope tends to $a/b-1\simeq206$. The muon moment must then be found from the small difference between $a$ and the measured $a-b$, and a 10 ppb field error alone costs about 2 ppm in $r$. The error of $b$ from the lines tends to $2\times40$ Hz while $b$ itself tends to zero, so its relative error grows without limit. With these assumed errors a strong field determines $r$ far better.

### (d) The error of the predicted splitting

**Dependence on the mass.** The electron's spin magnetization in the 1s state is $\boldsymbol\mu_ef(r)$, with $f=|\psi|^2$. Its current density is $\nabla f\times\boldsymbol\mu_e$. For $\boldsymbol\mu_e$ along $z$, the Biot–Savart law gives at the muon

$$B_z(0)=-\frac{\mu_0\mu_e}{4\pi}\int_0^\infty f'(r)\,dr\int\sin^2\theta\,d\Omega=\frac{\mu_0\mu_e}{4\pi}\,f(0)\,\frac{8\pi}{3}=\frac23\mu_0\mu_ef(0).$$

Insert $\boldsymbol\mu_e=-2(1+a_e)\mu_B\mathbf S$ and $\boldsymbol\mu_\mu=2(1+a_\mu)\mu_Bu\,\mathbf I$ in the energy $-\boldsymbol\mu_\mu\cdot\mathbf B$. The coefficient of $\mathbf S\cdot\mathbf I$ is

$$h\Delta\nu_0=\frac83\mu_0\mu_B^2\,u\,(1+a_e)(1+a_\mu)f(0),\qquad f(0)=\frac{1}{\pi a_0^3(1+u)^3}.$$

The last factor reflects the reduced mass. Since $\mu_0\mu_B^2/\pi a_0^3=\alpha^4m_ec^2=2\alpha^2hcR_\infty$,

$$\Delta\nu_0=\frac{16}{3}\alpha^2cR_\infty\frac{u}{(1+u)^3}(1+a_e)(1+a_\mu).$$

This contact formula also supplied the splitting of the simulated data. It omits binding, recoil and radiative corrections beyond the two anomalies, which are of relative order $\alpha^2$ and $\alpha u\ln(1/u)$, that is hundreds of kHz, so its value is not a usable prediction of the real splitting. Its sensitivity to the mass is what matters here:

$$\frac{d\ln\Delta\nu_0}{d\ln u}=1-\frac{3u}{1+u}=\frac{1-2u}{1+u}=0.98556 .$$

By power counting, the omitted mass-dependent terms change this slope by order $\alpha u\ln(1/u)\simeq2\times10^{-4}$, which is immaterial for an error estimate.

**Budget.** At fixed $a_\mu$, $\delta u/u=\delta r/r$. The mass ratio therefore contributes

$$\delta_m=4464202.7\ \text{kHz}\times0.98556\times123.7\times10^{-9}=0.544\ \text{kHz}.$$

A Monte Carlo run through the whole chain, from line errors to predicted splitting, also gives 0.544 kHz.

Since $\Delta\nu_0\propto\alpha^2R_\infty$, the tabulated relative error of $\alpha$, about $1.5\times10^{-10}$, contributes $2\Delta\nu\,\delta\alpha/\alpha=0.0013$ kHz, and that of $R_\infty$ far less. For uncalculated QED terms, take the scale of a recoil term of third order with one logarithm:

$$\Delta\nu\,\alpha^3u\ln(\alpha^{-2})=0.083\ \text{kHz}.$$

This is an allowance, not a bound. Added in quadrature, these entries give 0.550 kHz, of which the mass ratio supplies 97.7 percent of the variance. With real data, leaving out the anomaly-binding term of part (c) would in addition bias the prediction by about 0.06 kHz, comparable to the allowance; it is not counted in this sum.

**The mass-ratio error dominates, at about 0.5 kHz.** It remains the largest entry unless the true uncalculated terms exceed the allowance by a factor of about 6.6.

**Why it is so large.** The same lines fix $\Delta\nu$ itself to 56.6 Hz, almost ten times better than they allow it to be predicted. The muon mass comes from $b$, which is smaller than the splitting by $\Delta\nu/b=19.4$. An error of 28.5 Hz in $b$ is scaled up by this factor, and $28.5\times19.4\times0.986\simeq545$ Hz.

**When the conclusion changes.** The result assumes independent line errors. If both lines were shifted together by 40 Hz, $b$ would move by only $40\times(0.548-0.455)\simeq3.7$ Hz. Including the field error, the mass contribution would then be about 0.075 kHz, slightly below the QED allowance. The same shift moves the measured splitting by 80 Hz in the direction opposite to the prediction, so the difference between measurement and prediction would still carry about 0.15 kHz. Opposite shifts would raise it to about 0.77 kHz.

The source of the mass ratio matters too. The recommended value from the adjustment of the constants has a relative error of 22.2 ppb, which would give 0.098 kHz. That value, however, draws on the measured muonium splitting and on the theory of it. Using it to test the same theory against the same measurement would be circular; the independent test carries the 0.5 kHz. The full set of values is in the numerical output.

## Numbers as computed

```
field                                  1.7 T
proton frequency nu_p                  72381.71338 kHz
|mu_e/mu_p|                            658.2106879
mu_p/mu_B                              1.5210322023e-03
muon anomaly a_mu                      0.001165921
electron anomaly a_e                   0.001159652
fine-structure constant                0.0072973526
simulated input splitting              4464202.742 kHz
simulated input mu_mu/mu_p             3.18334515
level 1 energy/h                       24821633.636 kHz
level 2 energy/h                       22923793.881 kHz
level 3 energy/h                       -22589532.265 kHz
level 4 energy/h                       -25155895.252 kHz
line nu12                              1897839.755 kHz
line nu34                              2566362.987 kHz
difference D                           668523.232 kHz
bound/free moment factor minus 1       -17.6217 ppm
recoil part of that factor             128.8 ppb
electron Zeeman frequency a            47641577.815 kHz
muon Zeeman frequency b                230411.916 kHz
field parameter x                      10.72353
extracted splitting                    4464202.742 kHz
extracted splitting                    4464.202742 MHz
extracted mu_mu/mu_p                   3.18334515
extracted m_mu/m_e                     206.768282
chosen error per line                  40 Hz
chosen relative error of nu_p          10 ppb
slope db/dnu12                         -0.54761
slope db/dnu34                         0.45456
slope dln(r)/dln(nu_p)                 -0.55243
error of extracted splitting           56.6 Hz
error of b from lines                  28.5 Hz
relative error of moment ratio         123.7 ppb
absolute error of moment ratio         3.94e-07
absolute error of m_mu/m_e             2.56e-05
Monte Carlo error of moment ratio      123.6 ppb
amplification splitting/b              19.375
slope dln(splitting)/dln(u)            0.985561
QED change of slope, order             1.9e-04
prediction error: mass ratio           0.544 kHz
prediction error: Monte Carlo          0.544 kHz
prediction error: alpha                0.00135 kHz
prediction error: Rydberg              4.9e-06 kHz
prediction allowance: higher QED       0.083 kHz
prediction error: total                0.550 kHz
mass-ratio share of variance           97.7 percent
shift of r if binding ignored          -9.735 ppm
shift of r if recoil part ignored      71.1 ppb
omitted anomaly-binding effect, order  28 ppb
adjusted mass ratio: relative error    22.2 ppb
adjusted mass ratio: splitting error   0.098 kHz
```
